# How fast absorbed infrared power heats a silicon wafer for etching

**Question.** A silicon wafer 775 µm thick, in equilibrium with surroundings at 300 K, begins to absorb 5 W/cm² of infrared power. How fast does its temperature rise at first, how does that rate scale, and how far does it set the timescale of an etch process that cycles the wafer between a cold and a hot step?

**Answer**

## The energy balance

Let $P$ be the absorbed power per area of one wafer face, with the absorption through both faces added together. Let $d$ be the thickness, $n$ the number of atoms per volume and $c$ the heat capacity per atom. A column of unit area contains $nd$ atoms, so its heat capacity is $C=ndc$. If the column has a single temperature $T$ and loses a net power $L(T)$ per area to its surroundings,

$$C\,\frac{dT}{dt}=P-L(T).$$

At the first moment the wafer has the temperature of its surroundings. It emits as much as it receives from them, so $L=0$, and the initial rate is

$$r=\frac{P}{ndc}.$$

The wafer's area has dropped out. At a given starting temperature the rate is proportional to $P$ and inversely proportional to $d$.

The cubic cell of silicon has edge $a$ and holds 8 atoms, so $n=8/a^3$. With the rough value $a=5.43$ Å this gives $n=5.00\times10^{22}$ cm⁻³, and $nd=3.873\times10^{21}$ atoms/cm². Dividing the absorbed power by this number, and joules by the electron charge to obtain eV, gives $8.06\times10^{-3}$ eV/s per atom. What remains is the energy an atom needs per kelvin.

## The heat capacity per atom

In the harmonic approximation a crystal is a set of independent oscillators, three per atom. I use units with $\hbar=1$, so that an oscillator of frequency $\omega$ has energy steps $\omega$, and I keep $k_B$. With $y=\omega/k_BT$ and energies counted from the ground state, the partition sum is

$$Z=\sum_{m=0}^{\infty}e^{-my}=\frac{1}{1-e^{-y}}.$$

The mean energy is minus the derivative of $\ln Z$ with respect to $1/k_BT$, which is $\varepsilon=\omega/(e^y-1)$. Since $dy/dT=-y/T$ and $\omega/T=k_By$,

$$\frac{d\varepsilon}{dT}=k_B\frac{y^2e^y}{(e^y-1)^2}
=k_B\left(\frac{u}{\sinh u}\right)^2,\qquad u=\frac y2 .$$

The last form follows from $e^y-1=2e^{y/2}\sinh(y/2)$. Because $\sinh u\ge u$ for $u\ge0$, no oscillator contributes more than $k_B$. Hence $c\le3k_B$ for any harmonic crystal, whatever its phonon spectrum, and

$$r\ge\frac{P}{3ndk_B}=\frac{8.06\times10^{-3}}{3\times8.617\times10^{-5}}\ \text{K/s}=31.2\ \text{K/s}.$$

This lower bound needs no phonon data. A better estimate must allow for the stiff vibrations that are not fully excited at 300 K.

The Debye model takes frequency proportional to wavevector. The number of modes below $\omega$ then grows as $\omega^3$, up to a cutoff $\omega_D=k_BT_D$ that fixes the total number. With $s=\omega/\omega_D$, the normalized weight of the modes is $3s^2\,ds$ on $0<s<1$.

To average the oscillator result, expand it at small $u$. From $\sinh^2u=(\cosh2u-1)/2$,

$$\frac{\sinh^2u}{u^2}=1+\frac{u^2}{3}+\frac{2u^4}{45}+\frac{u^6}{315}+\dots$$

Write the reciprocal as $1+b_1u^2+b_2u^4+b_3u^6+\dots$ and require the product of the two series to be 1. Order by order,

$$b_1=-\frac13,\qquad b_2=-\frac{2}{45}-\frac{b_1}{3}=\frac1{15},$$

$$b_3=-\frac1{315}-\frac{2b_1}{45}-\frac{b_2}{3}=-\frac{2}{189}.$$

Putting $u=y/2$ turns these terms into $-y^2/12$, $+y^4/240$ and $-y^6/6048$. With $x=T_D/T$ we have $y=xs$, and the averages of $s^2$, $s^4$ and $s^6$ are $3/5$, $3/7$ and $3/9$. Therefore

$$c=3k_B\left(1-\frac{x^2}{20}+\frac{x^4}{560}-\frac{x^6}{18144}+\dots\right).$$

For silicon near room temperature I take the rough value $T_D=645$ K, so $x=2.150$ at 300 K and

$$\frac{c}{k_B}=3\,(1-0.2311+0.0382-0.0054)=2.405 .$$

The full Debye integral gives 2.407, or $2.074\times10^{-4}$ eV/K per atom. A fifth of the classical value is missing.

## The initial rate

The two numbers per atom now give

$$r=\frac{8.06\times10^{-3}\ \text{eV/s}}{2.074\times10^{-4}\ \text{eV/K}}=38.9\ \text{K/s}.$$

In engineering terms, the wafer has $C=0.1287$ J/(cm² K), and $5/0.1287$ gives the same result. The answer to the first question is about 40 K/s.

The estimate is not sensitive to the Debye temperature. Differentiating the series, a relative change $\delta$ in $T_D$ changes $c/3k_B$ by

$$\left(-\frac{x^2}{10}+\frac{x^4}{140}-\frac{x^6}{3024}\right)\delta\approx-0.34\,\delta .$$

Relative to $c/3k_B=0.80$ this is about $-0.4\,\delta$, so a 5% error in $T_D$ moves the rate by about 2%.

Because $c$ depends only on $T_D/T$, a small relative change in the starting temperature has an equal and opposite effect. The starting temperature, however, can vary over a much wider range. Towards high temperature $c$ approaches $3k_B$ and the harmonic rate falls to its lower bound. Real silicon is not strictly harmonic: its measured heat capacity passes $3k_B$ between about 700 and 800 K, so above that range the bound no longer holds. In the opposite limit, $T\ll T_D$, only modes with $\omega$ up to a few $k_BT$ are excited. Their share of all modes is of order $(T/T_D)^3$, so $c\propto T^3$ and the same power heats a very cold wafer much faster.

## When one temperature is enough

The balance assumed the same temperature at every depth $z$. Inside the wafer, heat spreads with diffusivity $D=\kappa/(nc)$. For the rough value $\kappa=1.5$ W/(cm K), $D=0.903$ cm²/s. With no flux through the faces, the slowest non-uniform profile is $\cos(\pi z/d)$. Inserting it in $\partial T/\partial t=D\,\partial^2T/\partial z^2$ gives decay with the time constant

$$\tau_d=\frac{d^2}{\pi^2D}=0.67\ \text{ms}.$$

After a few such times all depths warm at the same rate $r$. Suppose, as the least favourable case, that all the power enters at the face $z=0$. The heat flux must then fall linearly to zero at the far face, since every layer retains the same share:

$$-\kappa\frac{dT}{dz}=P\left(1-\frac zd\right).$$

Integrating from 0 to $d$ gives a temperature difference between the faces of

$$\frac{Pd}{2\kappa}=\frac{5\times0.0775}{2\times1.5}\ \text{K}=0.129\ \text{K}.$$

For a ramp lasting seconds this is negligible. These figures use the 300 K conductivity; by 480 K $\kappa$ has fallen to roughly 0.9 W/(cm K), so the face difference is about 0.22 K and the diffusion times, here and across the wafer below, roughly double. For a surface-absorbed pulse much shorter than $\tau_d$ the formula for $r$ fails. Heat then reaches a depth of order $\sqrt{Dt}$ rather than $d$, and the surface rise scales as $Pt/(nc\sqrt{Dt})\propto P\sqrt t$, independent of thickness.

Across the wafer the conclusion is reversed. For a disc of radius $R$ with an insulated rim, the slowest axially symmetric profile is $J_0(j\rho/R)$, where $\rho$ is the distance from the axis. Zero flux at the rim requires $J_0'(j)=-J_1(j)=0$, so $j=3.83$. The decay time is $R^2/(j^2D)=17.0$ s for $R=15$ cm. A ramp of a few seconds is too short for conduction to even out broad variations in illumination. Where the wafer absorbs 1% more power, it initially heats 1% faster.

## The heating leg of a cycle

Consider a cycle between 320 and 480 K, with surroundings at 300 K. At the initial rate the rise of 160 K would take $160/38.9=4.1$ s. Two effects lengthen it. The Debye heat capacity grows to $2.746k_B$ per atom at 480 K, 14% above its value at 300 K. (The measured value at 480 K is about $2.78k_B$; using it lengthens the heating and cooling times below by up to 1% and lowers the product fraction left at 480 K from $2.5\times10^{-7}$ to about $2.1\times10^{-7}$.) The wafer also begins to radiate. If both faces are black and the surroundings are far away compared with thermal wavelengths, the net loss is

$$L_{\rm rad}=2\sigma(T^4-T_0^4),\qquad T_0=300\ \text{K},$$

where $\sigma$ is the Stefan–Boltzmann constant. A real surface emits less, so this is an upper bound on far-field radiation loss. At 480 K it is 0.510 W/cm², a tenth of the absorbed power. Separating variables in the energy balance gives

$$t_{\rm heat}=\int_{320\ \rm K}^{480\ \rm K}\frac{C(T)\,dT}{P-L_{\rm rad}(T)}=4.7\ \text{s}.$$

The simple estimate is thus 13% shorter than the full integral. As long as $L\ll P$, the heating time scales as $d\,\Delta T/P$, apart from the slow variation of $c$. At low power the scaling fails: with black faces, less than 0.510 W/cm² would never bring the wafer to 480 K.

## How the ramp controls removal

In thermally cycled etching the cold step forms a product on the surface and the hot step drives it off. As a model, let the product desorb independently from each site with rate constant $\Gamma=\nu e^{-E/k_BT}$, where $E=1.1$ eV and $\nu=10^{13}$ s⁻¹. These are round model parameters, not data for a named compound. The fraction $\theta$ still present obeys $d\theta/dt=-\Gamma\theta$.

At 320 K the lifetime $1/\Gamma$ is $2.11\times10^4$ s, nearly six hours, so the product stays. During the ramp the desorption flux $\Gamma\theta$ first rises with $\Gamma$ and then falls as the product is used up. At its maximum,

$$0=\frac{d(\Gamma\theta)}{dt}=\theta\left(\frac{d\Gamma}{dt}-\Gamma^2\right).$$

Since $d\Gamma/dt=\Gamma\,(E/k_BT^2)\,dT/dt$, the peak temperature $T_p$ satisfies

$$\Gamma(T_p)=\frac{r_p}{w},\qquad w=\frac{k_BT_p^2}{E},$$

where $r_p$ is the heating rate at the peak. Solving this with the radiating wafer's own heating rate gives $T_p=438$ K, $r_p=32.4$ K/s and $w=15.0$ K.

The duration follows by expanding the exponent about $T_p$ to first order, $-E/k_BT\approx-E/k_BT_p+(T-T_p)/w$, and holding the heating rate at $r_p$. Then

$$\ln\theta=-\int\Gamma\,dt\approx-\frac1{r_p}\int_{-\infty}^{T}\frac{r_p}{w}\,e^{(T'-T_p)/w}\,dT'=-e^{(T-T_p)/w}.$$

The lower limit may be set to $-\infty$ because the cold part of the ramp contributes almost nothing. Solving for temperature gives $(T-T_p)/w=\ln\ln(1/\theta)$. This is $-2.25$ at $\theta=0.9$ and $+0.83$ at $\theta=0.1$, so removal between these coverages takes

$$t_{\rm rem}\approx\frac{3.08\,w}{r_p}=\frac{3.08\times15.0}{32.4}\ \text{s}=1.43\ \text{s}.$$

Direct integration of the rate equation along the ramp gives 1.26 s. The estimate is 13% too long relative to this value. The true slope of the exponent, $E/k_BT^2$, exceeds the value $1/w$ below $T_p$. The integral of $\Gamma$ up to any temperature samples these colder temperatures, so even at $T_p$ its logarithm rises with slope about $(1+2k_BT_p/E)/w\approx1.07/w$; this is about half of the error. The rest arises because about two thirds of the interval lies below $T_p$, where the slope is steeper still and the wafer heats faster than at the peak. When it reaches 480 K, a fraction $2.5\times10^{-7}$ of the product remains, so this model needs no hold at the top temperature.

This is the sense in which the heating rate sets the timescale of the hot step when the desorption peak lies well below the top temperature: the product leaves in the time the wafer takes to cross a few widths $w$. A more strongly bound product, with its peak near or above the top temperature, is not removed by the ramp alone. It needs further time at high temperature, either from a hold or from a slow start of the cooling leg. With $E=1.21$ eV the peak condition is met at 480 K and about 40% remains at the top; cooling by black-body radiation alone then leaves about $3\times10^{-5}$, while the faster cooling on the chuck described below leaves about 11%. With the cycle temperatures held fixed, doubling the absorbed power multiplies the integrated removal time by 0.513. The small departure from one half has opposing causes. Doubling $\Gamma(T_p)$ requires a peak about $w\ln2\approx10$ K higher, which widens $w$ by about 5%. Against this, the net power more than doubles, because the radiation loss does not double with $P$.

## The cooling leg

A cycle must also return to the cold step, and the lamp cannot help there. With the lamp off and radiation the only loss, a constant $C$ gives

$$t_{\rm cool}=\frac{C}{2\sigma}\int_{T_l}^{T_h}\frac{dT}{T^4-T_0^4},\qquad T_l=320\ \text{K},\quad T_h=480\ \text{K}.$$

The integrand splits as

$$\frac1{T^4-T_0^4}=\frac1{2T_0^2}\left(\frac1{T^2-T_0^2}-\frac1{T^2+T_0^2}\right),$$

and integrating the two terms gives the primitive

$$F(T)=\frac1{T_0^3}\left[\frac14\ln\frac{T-T_0}{T+T_0}-\frac12\arctan\frac T{T_0}\right].$$

Between the two temperatures the bracket changes by $0.492-0.097=0.395$. With $C=0.1287$ J/(cm² K) and $\sigma=5.67\times10^{-12}$ W/(cm² K⁴), the time is 166 s. Including the larger heat capacity at higher temperature raises it to 177 s. Since the faces were taken as black, a real wafer cooling by far-field radiation alone takes longer.

Still gas shortens the wait. Let its pressure be low enough to prevent convection, but high enough that the mean free path stays far below the gap. Take a rough gas conductivity of $3\times10^{-4}$ W/(cm K), and walls at 300 K located 1 cm from each face. Adding this conduction to the black-body loss gives 130 s.

Close thermal contact cools the wafer much faster. Let a chuck at $T_0$, coupled through a thin layer of gas, remove $h(T-T_0)$ per area, with $h=0.020$ W/(cm² K) as a rough value. The excess temperature then decays exponentially, and for constant $C$

$$t_{\rm cool}=\frac Ch\ln\frac{T_h-T_0}{T_l-T_0}
=\frac{0.1287}{0.020}\ln\frac{180}{20}\ \text{s}=14.1\ \text{s}.$$

With the temperature-dependent heat capacity it is 15.2 s, still about three times the heating time of the free wafer. If the chuck gas stays on during heating, it carries away 3.60 W/cm² at 480 K, and the heating leg itself grows to 8.4 s. These chuck figures omit radiation, which would shorten the cooling leg and lengthen the heating leg, most noticeably near 480 K with the chuck gas on, where little net power is left. With two black faces, the largest possible correction, the times become 13.9 s for cooling and 9.9 s for heating.

If contact is removed for heating and restored for cooling, the simplest estimates give

$$\frac{t_{\rm cool}}{t_{\rm heat}}\approx\frac{P}{h(T_h-T_l)}\ln\frac{T_h-T_0}{T_l-T_0}=3.4 .$$

The thickness has cancelled: a thinner wafer shortens both legs equally. More lamp power shortens only the heating leg. In this simple estimate, with these temperatures and this power, the two legs would become equal at $h\approx0.07$ W/(cm² K). The value 0.020 is at the low end for backside gas: a kinetic-theory estimate for helium at 10 to 20 Torr in a 10 µm gap, with accommodation coefficients of 0.3 to 0.5, gives 0.04 to 0.16 W/(cm² K). At $h=0.10$ cooling takes 3.0 s and is the shorter leg. The answer to the last question is therefore conditional. The absorbed power sets the seconds needed for heating and removal, while in this example cooling takes most of the thermal cycle. Gas dosing and purging add their own time.

## The estimate beside a real wafer

The thickness and the 15 cm radius are those of a standard 300 mm wafer, for which 5 W/cm² means 3.53 kW absorbed in total. The assumption most likely to mislead is that the lamp power is absorbed. Pure silicon is nearly transparent to photons below its gap, roughly 1.12 eV. A black lamp at 2800 K emits 29.6% of its power above that energy. If all of that part, and nothing else, were absorbed, 16.9 W/cm² would have to fall on the wafer to deposit 5 W/cm². Equivalently, 5 W/cm² of incident power would heat it at about 11 K/s. Reflection and incomplete absorption near the gap raise the required power; doping and absorbing films can lower it. The black faces assumed for the losses are also far from typical of a bare, lightly doped wafer at these temperatures.

Other omissions are small here. At 300 K the heat capacity at constant pressure, which applies to a free wafer, exceeds that at constant volume by about 0.1%. Desorbing $10^{15}$ molecules/cm² at 1.1 eV each cools the wafer by 1.4 mK. If photocarriers hold the absorbed energy for as long as 1 ms before releasing it as heat, the temperature lags by 39 mK. None of these changes the estimate of about 40 K/s. The program lists the input values, and its output gives the main results.

## Computed results

```
Absorbed power: 5.0 W/cm2
Wafer thickness: 775 micrometre
Whole-wafer absorbed power: 3.53 kW
Lattice constant (rough): 5.43 angstrom
Debye temperature (rough): 645 K
Atom density: 4.997e+22 1/cm3
Atoms per wafer area: 3.873e+21 1/cm2
Power per atom: 8.059e-03 eV/s
Theta/T at 300 K: 2.150
Heat capacity at 300 K, series: 2.405 k_B/atom
Heat capacity at 300 K, integral: 2.407 k_B/atom
Heat capacity at 300 K: 2.074e-04 eV/K per atom
Heat capacity at 480 K: 2.746 k_B/atom
Areal heat capacity at 300 K: 0.1287 J/(cm2 K)
INITIAL HEATING RATE: 38.9 K/s
Lower bound from c = 3 k_B: 31.2 K/s
Thermal conductivity (rough): 1.5 W/(cm K)
Thermal diffusivity: 0.903 cm2/s
Decay time through thickness: 0.67 ms
Face-to-face difference: 0.129 K
Decay time across radius: 17.0 s
Cycle: 320 to 480 K, walls 300 K
Heating time at initial rate: 4.12 s
Heating time, c(T) and black loss: 4.72 s
Black radiation loss at 480 K: 0.510 W/cm2
Still-gas loss at 480 K: 0.108 W/cm2
Desorption barrier (model): 1.10 eV
Attempt rate (model): 1.0e+13 1/s
Product lifetime at 320 K: 2.11e+04 s
Desorption peak: 437.7 K
Heating rate at the peak: 32.4 K/s
Width k_B Tp^2/E: 15.0 K
Removal 90% to 10%, estimate: 1.43 s
Removal 90% to 10%, integrated: 1.26 s
Removal-time ratio, double power: 0.513
Coverage left at 480 K: 2.5e-07
Cooling, black radiation only: 177 s
Cooling, radiation and still gas: 130 s
Chuck conductance (rough): 0.020 W/(cm2 K)
Cooling on gas-cooled chuck: 15.2 s
Heating with chuck gas left on: 8.4 s
Chuck loss at 480 K: 3.60 W/cm2
Excess of c_p over c_v: 0.11 %
Cooling by desorption heat: 1.37 mK
Lag from 1 ms carrier lifetime: 39 mK
Lamp power above 1.12 eV, 2800 K: 29.6 %
Incident power if only that counts: 16.9 W/cm2
```
